# Joint concavity, Lieb duality and the Grayce-Harris functional in magnetic fields: a numerical check

```python
"""
Result under test (atomic units, electron charge -1, no spin Zeeman term):
with u = v + A^2/2 the ground energy Et(u,A) = E(v,A) is jointly concave;
F(rho,j)  = sup_{u,A} [Et(u,A) - (rho|u) - (j|A)]       (Lieb functional)
G(rho,A)  = sup_v [E(v,A) - (rho|v)]                    (Grayce-Harris)
G(rho,A)  = (rho|A^2/2) + inf_j [F(rho,j) + (j|A)].
rho = density, j = paramagnetic current, v = scalar and A = vector potential.
Model 1: two interacting electrons on a ring, Fourier grid, full rho and j.
Model 2: one electron in the plane, v = w2 r^2/2, uniform field B, reduced
variables q = <r^2/2> and L = <L_z>, where F = (1+|L|)^2/(4q).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants

rng = np.random.default_rng(7)

# ---------------- Model 1: two electrons on a ring of radius 1 bohr ----------
n = 11
theta = 2 * np.pi * np.arange(n) / n
modes = np.arange(-(n // 2), n // 2 + 1)
waves = np.exp(1j * np.outer(theta, modes)) / np.sqrt(n)
P = (waves * modes) @ waves.conj().T
one = np.eye(n)
gap_angle = theta[:, None] - theta[None, :]
W = 1 / np.sqrt(1 + 4 * np.sin(gap_angle / 2) ** 2)


def solve(v, A):
    """Ground state of sum (p+A)^2/2 + v + W, built from the literal square."""
    Pi = P + np.diag(A)
    h = 0.5 * Pi @ Pi + np.diag(v)
    H = np.kron(h, one) + np.kron(one, h) + np.diag(W.ravel())
    e, c = eigh(H, subset_by_index=[0, 0])
    psi = c[:, 0].reshape(n, n)
    D = psi @ psi.conj().T + psi.T @ psi.conj()
    rho = np.diag(D).real
    j = np.diag(P @ D).real
    internal = np.trace(0.5 * P @ P @ D).real + np.sum(abs(psi) ** 2 * W)
    return e[0], rho, j, internal


def solve_u(u, A):
    return solve(u - A ** 2 / 2, A)


def lieb(rho, j):
    """Maximize Et(u,A) - rho.u - j.A over all u and A, starting from zero."""
    def negative(z):
        e, r, c, _ = solve_u(z[:n], z[n:])
        return -(e - rho @ z[:n] - j @ z[n:]), -np.r_[r - rho, c - j]
    res = minimize(negative, np.zeros(2 * n), jac=True, method="BFGS",
                   options={"gtol": 1e-7, "maxiter": 500})
    return -res.fun


def grayce_harris(rho, A):
    """Maximize E(v,A) - rho.v over v at fixed A, starting from zero."""
    def negative(v):
        e, r, _, _ = solve(v, A)
        return -(e - rho @ v), -(r - rho)
    res = minimize(negative, np.zeros(n), jac=True, method="BFGS",
                   options={"gtol": 1e-7, "maxiter": 500})
    return -res.fun, solve(res.x, A)


# joint concavity on random pairs of rough potentials
smallest_margin = np.inf
pairs = 100
for _ in range(pairs):
    u1, u2, A1, A2 = 0.7 * rng.standard_normal((4, n))
    lam = rng.uniform(0.1, 0.9)
    mixed = solve_u(lam * u1 + (1 - lam) * u2, lam * A1 + (1 - lam) * A2)[0]
    chord = lam * solve_u(u1, A1)[0] + (1 - lam) * solve_u(u2, A2)[0]
    smallest_margin = min(smallest_margin, mixed - chord)
assert smallest_margin > -1e-10

# reference system
u0 = 0.6 * np.cos(theta) + 0.3 * np.sin(2 * theta)
A0 = 0.2 + 0.2 * np.cos(theta)
v0 = u0 - A0 ** 2 / 2
E0, rho0, j0, F_state = solve(v0, A0)
E_minus = solve(v0, -A0)[0]
E_v_zero = solve(v0, 0 * A0)[0]
E_u_zero = solve(u0, 0 * A0)[0]
assert abs(E_minus - E0) < 1e-10
assert E0 > E_v_zero + 1e-4      # concavity in A fails at fixed v
assert E0 < E_u_zero - 1e-5      # at fixed u the energy is largest at A = 0

# derivatives of Et are the density and the paramagnetic current
du, dA = rng.standard_normal((2, n))
step = 1e-4
slope_u = (solve_u(u0 + step * du, A0)[0]
           - solve_u(u0 - step * du, A0)[0]) / (2 * step)
slope_A = (solve_u(u0, A0 + step * dA)[0]
           - solve_u(u0, A0 - step * dA)[0]) / (2 * step)
assert abs(slope_u - rho0 @ du) < 1e-6
assert abs(slope_A - j0 @ dA) < 1e-6

# Lieb maximization recovers the internal energy of the ground state
F_lieb = lieb(rho0, j0)
assert abs(F_lieb - F_state) < 1e-5

# Grayce-Harris functional along A = t A0 at fixed density
t_values = [0.0, 0.5, 1.0, 1.5]
GH, states = [], []
for t in t_values:
    value, state = grayce_harris(rho0, t * A0)
    GH.append(value)
    states.append(state)
GH = np.array(GH)
ts = np.array(t_values)
diamagnetic = 0.5 * rho0 @ A0 ** 2
reduced = GH - ts ** 2 * diamagnetic
inverse = reduced - ts * (j0 @ A0)
assert np.all(np.diff(reduced, 2) < 1e-7)     # concave after subtraction
assert GH[2] > GH[0] + 1e-4                   # G itself is not concave in A
assert abs(inverse[2] - F_state) < 1e-5       # the supremum over A gives F
assert np.all(inverse <= F_state + 1e-6)

# infimum over currents: the optimal current gives G, another one lies higher
_, rho_half, j_half, _ = states[1]
assert np.max(abs(rho_half - rho0)) < 1e-4
F_half = lieb(rho0, j_half)
via_best = F_half + 0.5 * j_half @ A0 + 0.25 * diamagnetic
via_other = F_lieb + 0.5 * j0 @ A0 + 0.25 * diamagnetic
assert abs(via_best - GH[1]) < 1e-4
assert via_other > GH[1] + 1e-5

# derivative of G with respect to A is the physical current j + rho A
slope_G = (grayce_harris(rho0, 0.55 * A0)[0]
           - grayce_harris(rho0, 0.45 * A0)[0]) / 0.1
physical = (j_half + rho0 * 0.5 * A0) @ A0
assert abs(slope_G - physical) < 5e-5

# gauge invariance: only the flux matters, up to the finite Fourier grid
G_uniform = grayce_harris(rho0, np.full(n, A0.mean()))[0]
assert abs(G_uniform - GH[2]) < 1e-3

# ---------------- Model 2: one electron in the plane -------------------------
big, small = 18, 16
a = np.diag(np.sqrt(np.arange(1, big)), 1)
x1 = (a + a.T) / np.sqrt(2)
p1 = -1j * (a - a.T) / np.sqrt(2)
I1 = np.eye(big)
X, Y = np.kron(x1, I1), np.kron(I1, x1)
PX, PY = np.kron(p1, I1), np.kron(I1, p1)
ix, iy = np.divmod(np.arange(big ** 2), big)
keep = np.flatnonzero((ix < small) & (iy < small))


def project(M):
    return M[np.ix_(keep, keep)]


R = project(X @ X + Y @ Y) / 2
T = project(PX @ PX + PY @ PY) / 2
LZ = project(X @ PY - Y @ PX)


def kinetic(B):
    px, py = PX - B * Y / 2, PY + B * X / 2
    return project(px @ px + py @ py) / 2


def lowest(H):
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


def F_plane(q, L):
    return (1 + abs(L)) ** 2 / (4 * q)


def G_plane(q, B):
    return 1 / (4 * q) + B * B * q / 4 if abs(B) * q <= 1 else abs(B) / 2


def mean(M, c):
    return np.vdot(c, M @ c).real


# states of extreme angular momentum, raised from the oscillator ground state
raising = (np.kron(a.T, I1) + 1j * np.kron(I1, a.T)) / np.sqrt(2)
chain = [np.eye(big ** 2)[0].astype(complex)]
for _ in range(3):
    c = raising @ chain[-1]
    chain.append(c / np.linalg.norm(c))
chain = [c[keep] for c in chain]
weights = [0.6, 0.4]
q_mix, L_mix, T_mix = [sum(w * mean(M, c) for w, c in zip(weights, chain[1:3]))
                       for M in (R, LZ, T)]
assert abs(T_mix - F_plane(q_mix, L_mix)) < 1e-10

# no state may lie below F: noisy near-minimizers and fully random states
lowest_ratio = np.inf
trials = 400
for k in range(trials):
    noise = rng.standard_normal(len(keep)) + 1j * rng.standard_normal(len(keep))
    noise /= np.linalg.norm(noise)
    c = chain[k % 4] + 10 ** rng.uniform(-3, 1) * noise
    c /= np.linalg.norm(c)
    ratio = mean(T, c) / F_plane(mean(R, c), mean(LZ, c))
    lowest_ratio = min(lowest_ratio, ratio)
assert lowest_ratio > 1 - 1e-10

# Grayce-Harris functional: diagonalization against closed form and inf over L
B = 2.0
K_B = kinetic(B)
plane_rows = []
for q in (0.3, 0.8):
    top = minimize_scalar(lambda w2: -(lowest(K_B + w2 * R) - w2 * q),
                          bounds=(0, 4), method="bounded",
                          options={"xatol": 1e-6})
    low = minimize_scalar(lambda L: F_plane(q, L) + B * L / 2,
                          bounds=(-10, 0), method="bounded",
                          options={"xatol": 1e-8})
    by_current = low.fun + B * B * q / 4
    assert abs(-top.fun - G_plane(q, B)) < 1e-4
    assert abs(by_current - G_plane(q, B)) < 1e-6
    plane_rows.append((q, -top.fun, by_current, G_plane(q, B), low.x, top.x))

# energy recovered from G, and the failure of concavity at fixed v
w2 = 1.0
E_B = lowest(K_B + w2 * R)
E_no_B = lowest(kinetic(0.0) + w2 * R)
best = minimize_scalar(lambda q: G_plane(q, B) + w2 * q, bounds=(0.05, 5),
                       method="bounded", options={"xatol": 1e-9})
assert abs(best.fun - E_B) < 1e-5
assert abs(E_B - np.sqrt(w2 + B * B / 4)) < 1e-5
assert E_B > E_no_B + 0.1
# at fixed u = kappa r^2/2 the energy does not depend on B while |B|<2 sqrt(kappa)
kappa = w2 + B * B / 4
fixed_u = [lowest(kinetic(b) + (kappa - b * b / 4) * R) for b in (0.0, 1.0, 2.0)]
assert np.ptp(fixed_u) < 1e-5

tesla = physical_constants["atomic unit of mag. flux density"][0]
hartree_eV = physical_constants["Hartree energy in eV"][0]

print("RING: two electrons, radius 1 bohr, grid points:", n)
print(f"random pairs tested for joint concavity: {pairs}")
print(f"smallest concavity margin (hartree): {smallest_margin:.6f}")
print(f"E(v0,A0) = E(v0,-A0) (hartree): {E0:.6f}")
print(f"E(v0,0), same v (hartree): {E_v_zero:.6f}")
print(f"Et(u0,0), same u (hartree): {E_u_zero:.6f}")
print(f"slope along du, difference | rho.du: {slope_u:.6f} {rho0 @ du:.6f}")
print(f"slope along dA, difference | j.dA: {slope_A:.6f} {j0 @ dA:.6f}")
print(f"(rho0|u0) (hartree): {rho0 @ u0:.6f}")
print(f"(j0|A0) (hartree): {j0 @ A0:.6f}")
print(f"(rho0|A0^2/2) (hartree): {diamagnetic:.6f}")
print(f"<T+W> in the ground state (hartree): {F_state:.6f}")
print(f"F from Lieb maximization (hartree): {F_lieb:.6f}")
print("t, G(rho0,tA0), G-(rho0|A^2/2), G-(rho0|A^2/2)-(j0|A) (hartree):")
for row in zip(ts, GH, reduced, inverse):
    print("  {:.1f} {:.6f} {:.6f} {:.6f}".format(*row))
print(f"t=0.5: G rebuilt from its optimal current (hartree): {via_best:.6f}")
print(f"t=0.5: bound from the current j0 (hartree): {via_other:.6f}")
print(f"t=0.5: dG/dt, difference (hartree): {slope_G:.6f}")
print(f"t=0.5: (j+rho A|A0) (hartree): {physical:.6f}")
print(f"G for uniform A of equal flux (hartree): {G_uniform:.6f}")
print("PLANE: one electron")
print(f"B (atomic units): {B:.1f}   B (tesla): {B * tesla:.4e}")
print(f"mixture: q (bohr^2) {q_mix:.4f}, L (hbar) {L_mix:.4f}")
print(f"mixture: <T> (hartree) {T_mix:.6f}, F {F_plane(q_mix, L_mix):.6f}")
print(f"lowest <T>/F over {trials} trial states: {lowest_ratio:.8f}")
for q, sup_v, inf_L, closed, L_best, w_best in plane_rows:
    print(f"q = {q:.1f} bohr^2: G sup over v {sup_v:.5f}, inf over L "
          f"{inf_L:.5f}, closed {closed:.5f} hartree")
    print(f"   optimal L (hbar) {L_best:.4f}, optimal w0^2 (a.u.) {w_best:.4f}")
print(f"w0^2 (a.u.): {w2:.1f}   kappa (a.u.): {kappa:.1f}")
print(f"E at B=0 (hartree): {E_no_B:.6f}")
print(f"E at B=2 (hartree): {E_B:.6f}   (eV): {E_B * hartree_eV:.4f}")
print(f"min over q of G + w0^2 q (hartree): {best.fun:.6f} at q {best.x:.6f}")
print("Et at fixed kappa, B=0,1,2 (hartree):",
      " ".join(f"{e:.6f}" for e in fixed_u))
print("ALL CHECKS PASSED")
```

It prints:

```
RING: two electrons, radius 1 bohr, grid points: 11
random pairs tested for joint concavity: 100
smallest concavity margin (hartree): 0.088791
E(v0,A0) = E(v0,-A0) (hartree): 0.171711
E(v0,0), same v (hartree): 0.158312
Et(u0,0), same u (hartree): 0.175450
slope along du, difference | rho.du: -0.250892 -0.250892
slope along dA, difference | j.dA: -0.003359 -0.003359
(rho0|u0) (hartree): -0.794936
(j0|A0) (hartree): -0.008012
(rho0|A0^2/2) (hartree): 0.016139
<T+W> in the ground state (hartree): 0.974660
F from Lieb maximization (hartree): 0.974660
t, G(rho0,tA0), G-(rho0|A^2/2), G-(rho0|A^2/2)-(j0|A) (hartree):
  0.0 0.970644 0.970644 0.970644
  0.5 0.973682 0.969647 0.973653
  1.0 0.982787 0.966648 0.974660
  1.5 0.997935 0.961622 0.973640
t=0.5: G rebuilt from its optimal current (hartree): 0.973682
t=0.5: bound from the current j0 (hartree): 0.974688
t=0.5: dG/dt, difference (hartree): 0.012146
t=0.5: (j+rho A|A0) (hartree): 0.012147
G for uniform A of equal flux (hartree): 0.982787
PLANE: one electron
B (atomic units): 2.0   B (tesla): 4.7010e+05
mixture: q (bohr^2) 1.2000, L (hbar) 1.4000
mixture: <T> (hartree) 1.200000, F 1.200000
lowest <T>/F over 400 trial states: 1.00000896
q = 0.3 bohr^2: G sup over v 1.13333, inf over L 1.13333, closed 1.13333 hartree
   optimal L (hbar) -0.0000, optimal w0^2 (a.u.) 1.7778
q = 0.8 bohr^2: G sup over v 1.00000, inf over L 1.00000, closed 1.00000 hartree
   optimal L (hbar) -0.6000, optimal w0^2 (a.u.) 0.0000
w0^2 (a.u.): 1.0   kappa (a.u.): 2.0
E at B=0 (hartree): 1.000000
E at B=2 (hartree): 1.414214   (eV): 38.4827
min over q of G + w0^2 q (hartree): 1.414214 at q 0.353553
Et at fixed kappa, B=0,1,2 (hartree): 1.414214 1.414214 1.414214
ALL CHECKS PASSED
```
